# Which determinants can start a Kohn-Sham evolution of two electrons?

## The problem

Two interacting electrons move on a line. At $t=0$ their state is $\Psi_0$, with the density

$$n(x,0)=\frac{2}{\sqrt{\pi}\,b}\,e^{-x^2/b^2},$$

and the width $b$ is growing at the rate $u=db/dt$. We want a Kohn-Sham system, that is, two electrons without mutual interaction in a local potential $v_s(x,t)$, that has the same density for all $t\ge 0$. It starts from a single determinant $\Phi_0$.

(a) What must $\Phi_0$ have in common with $\Psi_0$?

(b) Do these requirements fix $\Phi_0$? If not, construct two different determinants that satisfy them.

(c) If there are two, can they share the same initial potential?

The density is summed over spin and integrates to 2. All potentials are real, local and finite, and there is no vector potential. The states are smooth and vanish fast at infinity, and $n>0$ everywhere. Gaussian units are used, so the Coulomb repulsion on the line, softened at short distance by a length $a$, is $w=e^2/\sqrt{(x_1-x_2)^2+a^2}$. A prime means $\partial/\partial x$.

## A tempting solution

The time dependence of a system is driven by its potential, and $v_s(x,t)$ is ours to choose. The determinant therefore has to supply only the density at $t=0$, and the potential will do the rest. Two electrons of opposite spin fit into one orbital $\varphi$, so $n=2|\varphi|^2$ and

$$\varphi(x)=\sqrt{n(x,0)/2}.$$

This orbital is normalized, because $\int n\,dx=2$. The answer to (a) would be "the density", and the answer to (b) would be that the density fixes the determinant.

## Where it fails

The argument assumes that a potential can give the density any initial rate of change. To test this, we compute the rate for one orbital in an arbitrary real potential $v$, from $i\hbar\,\partial_t\varphi=-(\hbar^2/2m)\varphi''+v\varphi$:

$$\partial_t|\varphi|^2=2\,\mathrm{Re}(\varphi^*\partial_t\varphi)=\frac{2}{\hbar}\,\mathrm{Im}\!\left(-\frac{\hbar^2}{2m}\varphi^*\varphi''+v|\varphi|^2\right).$$

The term $v|\varphi|^2$ is real and drops out. Since $(\varphi^*\varphi')'=|\varphi'|^2+\varphi^*\varphi''$ and $|\varphi'|^2$ is real, what remains is

$$\partial_t|\varphi|^2=-\frac{\hbar}{m}\,\partial_x\,\mathrm{Im}(\varphi^*\varphi').$$

For the real orbital $\sqrt{n/2}$ the right side is zero, whatever $v$ is. The required density, however, is changing at $t=0$, because its width grows. The determinant is wrong immediately after the start, with a density error $-t\,\partial_tn(x,0)$ to first order in $t$, and no allowed potential can remove this first-order term. The potential only decides how long the term dominates: a strong finite pulse $-\hbar\alpha(x)/\tau$ of short duration $\tau$, with the phase $\alpha$ of part (b), supplies the missing current and leaves behind a density error of about $-(\tau/2)\,\partial_tn(x,0)$, which is small but not zero. A potential changes the velocities of the electrons, and it takes time for changed velocities to move the density.

There is a second fault. Even with the correct rate, nothing forces the two electrons to share one orbital.

## Solution of (a): density and rate

The same calculation is needed for the interacting state. With $H$ its Hamiltonian,

$$\partial_t|\Psi|^2=\frac{2}{\hbar}\,\mathrm{Im}(\Psi^*H\Psi).$$

The external potential and $w$ multiply $|\Psi|^2$ by real numbers and drop out. The two kinetic terms give, as before,

$$\partial_t|\Psi|^2=-\frac{\hbar}{m}\left[\partial_{x_1}\mathrm{Im}(\Psi^*\partial_{x_1}\Psi)+\partial_{x_2}\mathrm{Im}(\Psi^*\partial_{x_2}\Psi)\right].$$

We set $x_1=x$, integrate over $x_2$, sum over both spins and multiply by 2, since either electron may be the one at $x$. The second term integrates to boundary values, which vanish. This leaves the continuity equation

$$\partial_t n=-j',\qquad j(x)=\frac{2\hbar}{m}\sum_{\text{spins}}\int \mathrm{Im}(\Psi^*\partial_x\Psi)\,dx_2 .$$

For a determinant of two orthonormal spin orbitals, density and current are sums over the orbitals:

$$n=\sum_k|\varphi_k|^2,\qquad j=\frac{\hbar}{m}\sum_k\mathrm{Im}(\varphi_k^*\varphi_k').$$

In both systems $\partial_tn$ at $t=0$ is thus a property of the initial state alone.

Suppose now that the two densities agree for all $t\ge0$. Then they agree at $t=0$, and so do their time derivatives there, taken from the side $t>0$. The first derivative is fixed by $\Phi_0$ on one side and by $\Psi_0$ on the other. Hence $\Phi_0$ must reproduce both

$$n(x,0)\quad\text{and}\quad \partial_tn(x,0).$$

On a line the second condition fixes the whole current. Integrating $\partial_tn=-j'$ from $-\infty$, where $j=0$, gives

$$j(x)=-\int_{-\infty}^{x}\partial_tn(y,0)\,dy .$$

The condition that the potential is finite in time matters. A kick $v=-\hbar\,\alpha(x)\,\delta(t)$ obeys $i\hbar\,\partial_t\varphi=-\hbar\alpha\,\delta(t)\,\varphi$ during its vanishing duration, so it turns $\varphi$ into $e^{i\alpha}\varphi$ and changes the current at once. Such potentials are excluded here.

The two conditions are necessary. That they also suffice is the content of van Leeuwen's construction, which assumes in addition that density and potentials can be expanded in powers of $t$. Its first step appears in part (c); the full construction is not proved here.

## Solution of (b): two determinants

**Determinant A.** Both electrons occupy one orbital, which now carries a phase:

$$\varphi=\sqrt{n/2}\;e^{i\alpha(x)} .$$

For any orbital $Re^{iS}$ with real $R$ and $S$, $\varphi^*\varphi'=RR'+iR^2S'$, so its current is $(\hbar/m)R^2S'$. Here $R^2=n/2$ and there are two electrons, so $j=(\hbar/m)\,n\,\alpha'$. The current is right if

$$\alpha'(x)=\frac{m\,j(x)}{\hbar\,n(x)} .$$

This can be integrated because $n>0$. The ratio $j/n$ is the local mean velocity, and $\hbar\alpha'$ is the corresponding momentum. If the density is momentarily at rest, $j=0$, then $\alpha$ is constant and A is the real-orbital determinant of the tempting solution, which is admissible in that case.

**Determinant B.** Give the electrons different orbitals with opposite extra phases:

$$\varphi_\pm=\sqrt{n/2}\;e^{i(\alpha\pm\theta)},$$

with $\varphi_+$ for spin up and $\varphi_-$ for spin down. The densities add up to $n$. The currents add up to

$$\frac{\hbar}{m}\,\frac n2\left[(\alpha'+\theta')+(\alpha'-\theta')\right]=\frac{\hbar}{m}\,n\,\alpha'=j .$$

The extra currents cancel, so both conditions hold for every smooth real $\theta(x)$. A definite and useful choice is

$$\theta(x)=\frac{\pi}{2}\,[N(x)-1],\qquad N(x)=\int_{-\infty}^{x}n(y,0)\,dy ,$$

where $N$ rises from 0 to 2. With $dN=n\,dx$ the overlap of the two orbitals becomes elementary:

$$\langle\varphi_+|\varphi_-\rangle=\int\frac n2\,e^{-2i\theta}dx=\frac12\int_0^2e^{-i\pi(N-1)}dN=\frac{e^{-i\pi}-e^{i\pi}}{-2i\pi}=0 .$$

For opposite spins this orthogonality is not needed. It means that the same two orbitals can also be filled with parallel spins, which gives a further determinant with the same $n$ and $j$.

**A and B are different states.** In the overlap of the determinants the spins pair $\varphi$ with $\varphi_+$ and $\varphi$ with $\varphi_-$. With $y=N-1$, and because the sine part is odd,

$$\langle\varphi|\varphi_\pm\rangle=\frac12\int_{-1}^{1}e^{\pm i\pi y/2}\,dy=\frac12\int_{-1}^{1}\cos\frac{\pi y}{2}\,dy=\frac{2}{\pi},$$

$$\langle A|B\rangle=\left(\frac2\pi\right)^2=\frac{4}{\pi^2}\approx0.405 .$$

Two normalized states that differ by a constant phase would have an overlap of modulus 1. The value does not depend on the shape of $n$.

A is a spin singlet. B is not a pure one: its part with electron 1 up and electron 2 down has the spatial function $\varphi_+(x_1)\varphi_-(x_2)$, which is not symmetric under exchange, whereas a singlet needs a symmetric one. The conditions of part (a) concern density and rate, and do not demand a singlet.

**Kinetic energy.** For an orbital $Re^{iS}$, $|\varphi'|^2=R'^2+R^2S'^2$. The $R'^2$ terms are the same in A and B. The phase terms are

$$\text{A: } n\,\alpha'^2,\qquad \text{B: }\frac n2\left[(\alpha'+\theta')^2+(\alpha'-\theta')^2\right]=n\,\alpha'^2+n\,\theta'^2 .$$

Since $\theta'=\pi n/2$,

$$T_B-T_A=\frac{\hbar^2}{2m}\int n\,\theta'^2dx=\frac{\pi^2\hbar^2}{8m}\int n^3dx .$$

In B the two electrons move in opposite directions relative to the local mean velocity $j/n$, with the extra velocities $\pm\hbar\theta'/m$. This motion costs energy but transports no net density at $t=0$.

## Solution of (c): the initial potentials

The potential enters the second time derivative of the density. To see how, differentiate the current $j_k$ of one orbital:

$$m\,\partial_tj_k=\hbar\,\mathrm{Im}\left[(\partial_t\varphi^*)\varphi'+\varphi^*(\partial_t\varphi)'\right],\qquad \partial_t\varphi=\frac{i\hbar}{2m}\varphi''-\frac{i}{\hbar}v\varphi .$$

The potential terms give

$$\mathrm{Im}\left[i\,v\varphi^*\varphi'-i\,\varphi^*(v\varphi)'\right]=\mathrm{Im}\left[-i\,v'|\varphi|^2\right]=-v'|\varphi|^2 ,$$

which is the force on the density. The kinetic terms give

$$\frac{\hbar^2}{2m}\,\mathrm{Re}\left[\varphi^*\varphi'''-\varphi^{*\prime\prime}\varphi'\right].$$

Three identities bring this into the form of a derivative:

- $\varphi^*\varphi'''=(\varphi^*\varphi'')'-\varphi^{*\prime}\varphi''$,
- $\mathrm{Re}(\varphi^{*\prime}\varphi'')=\mathrm{Re}(\varphi^{*\prime\prime}\varphi')=\tfrac12(|\varphi'|^2)'$,
- $\mathrm{Re}(\varphi^*\varphi'')=\tfrac12(|\varphi|^2)''-|\varphi'|^2$.

The first two turn the real part into $[\mathrm{Re}(\varphi^*\varphi'')-|\varphi'|^2]'$, and the third turns this into $[\tfrac12(|\varphi|^2)''-2|\varphi'|^2]'$. Summing over the orbitals,

$$m\,\partial_tj=-n\,v'-P',\qquad P=\frac{\hbar^2}{m}\sum_k|\varphi_k'|^2-\frac{\hbar^2}{4m}\,n'' .$$

$P$ is the momentum flux. Together with $\partial_tn=-j'$ this yields

$$\partial_t^2n=\frac1m\,\partial_x\left(n\,v'+P'\right).$$

For a prescribed $\partial_t^2n$ and a given determinant, this equation determines $v'$ at $t=0$: integrate once, with decay at infinity, and divide by $n$. That is the first step of van Leeuwen's construction.

Both determinants must produce the same $\partial_t^2n$. Then $n\,v'+P'$ can differ between them only by a constant, which is zero because both terms are taken to vanish at infinity:

$$n\,(v_B-v_A)'=-(P_B-P_A)' .$$

The terms with $n''$ cancel in $P_B-P_A$, and the phase terms found above leave

$$P_B-P_A=\frac{\hbar^2}{m}\,n\,\theta'^2=\frac{\pi^2\hbar^2}{4m}\,n^3 .$$

Its derivative is $(3\pi^2\hbar^2/4m)\,n^2n'$. Dividing by $n$ and using $nn'=\tfrac12(n^2)'$,

$$v_B-v_A=-\frac{3\pi^2\hbar^2}{8m}\,n^2 ,$$

where the free constant is chosen so that the difference vanishes at infinity.

So A and B cannot share the same initial potential. The counterstreaming in B acts like an extra pressure that pushes density down its gradient, since the extra force density $-(P_B-P_A)'$ is proportional to $-n^2n'$, and an additional attractive well must hold it back. For the Gaussian, in a common potential, the extra term in $\partial_t^2n$ is proportional to $(n^3)''$, which is negative for $|x|<b/\sqrt6$ and positive outside. The external potential and the Hartree potential are the same for A and B, because the density is the same. The difference therefore lies entirely in the exchange-correlation potential, which depends on the chosen initial determinant as well as on the density. It also depends on the interacting initial state $\Psi_0$, which is held fixed here.

This answer holds for the pair A and B, not for every pair. By the same argument, two admissible determinants share the initial potential when their momentum fluxes $P$ agree, and need different potentials when they do not. Exchanging the spins of $\varphi_+$ and $\varphi_-$ in B gives an example of the first kind. The new determinant is a different state, since its overlap with B is $|\langle\varphi_+|\varphi_-\rangle|^2=0$, but it has the same orbitals, hence the same $P$ and the same potential as B.

## The breathing Gaussian in numbers

Take the round model parameters $b=0.1$ nm and $u=0.5$ nm/fs. The combinations needed are $\hbar/m=0.11577$ nm²/fs and $\hbar^2/(mb^2)=7.620$ eV.

**Rate and current.** Differentiating $n$ with respect to $b$ and multiplying by $u$,

$$\partial_tn=\frac{nu}{b}\left(\frac{2x^2}{b^2}-1\right).$$

The current is $j=n\,u\,x/b$. Indeed, $n'=-2xn/b^2$ gives $-j'=-(u/b)(n+xn')=(nu/b)(2x^2/b^2-1)$, and $j$ vanishes at infinity. The local velocity $ux/b$ is that of a uniform stretching. At the centre $n=11.284$ nm⁻¹, so

$$\partial_tn(0,0)=-11.284\times\frac{0.5}{0.1}=-56.42\ \text{nm}^{-1}\,\text{fs}^{-1}.$$

**Phases.** From $\alpha'=mj/(\hbar n)=mux/(\hbar b)$ and from the integral of the Gaussian, $N=1+\mathrm{erf}(x/b)$,

$$\alpha=\frac{mu\,x^2}{2\hbar b},\qquad \theta=\frac\pi2\,\mathrm{erf}\!\left(\frac xb\right).$$

At $x=b$ these are $\alpha=0.5\times0.1/(2\times0.11577)=0.216$ rad and $\theta=1.324$ rad.

**An interacting state with this density and current.** With $R=(x_1+x_2)/\sqrt2$ and $s=(x_1-x_2)/\sqrt2$, take

$$\Psi_0\propto\exp\!\left[-\frac{R^2}{2A^2}-\frac{s^2}{2B^2}+i\alpha(x_1)+i\alpha(x_2)\right],\quad A^2=0.8\,b^2,\quad B^2=1.2\,b^2,$$

times the spin singlet; here $A$ and $B$ are lengths. In $|\Psi_0|^2$ the variables $R$ and $s$ are independent, with variances $A^2/2$ and $B^2/2$. Hence $x_1=(R+s)/\sqrt2$ has the variance $(A^2+B^2)/4=b^2/2$, which is that of the prescribed Gaussian. Because $\mathrm{Im}(\Psi_0^*\partial_{x_1}\Psi_0)=|\Psi_0|^2\alpha'(x_1)$, the current is $(\hbar/m)\,n\,\alpha'=j$. Since $A\ne B$, the electrons are correlated.

**Rates from propagation.** The initial rates at $x=0$, in nm⁻¹ fs⁻¹, were obtained by propagating each state over very short times:

| Initial state | $\partial_tn$ at $x=0$ |
|---|---|
| $\Psi_0$, with or without Coulomb term | −56.419 |
| A | −56.419 |
| B | −56.42 |
| real orbital $\sqrt{n/2}$ | 0.000 |

The determinants were propagated in no potential, in a harmonic one and in a steep one. To the digits shown, the rates do not depend on this choice. The computed values for B differ from the prescribed rate by about one part in $10^4$ of that rate. This is an error of the numerical evaluation: the current of B is exactly $j$, so its exact rate is the prescribed one. The program requires the rates of A and B to match the prescribed rate on the whole grid to within $2\times10^{-3}$ of its largest magnitude.

**Kinetic energies.** For A the amplitude terms sum to $2R'^2=n'^2/(4n)=nx^2/b^4$, where $R=\sqrt{n/2}$ again denotes the orbital amplitude, and $\int nx^2dx=2\times b^2/2=b^2$. Therefore

$$T_A=\frac{\hbar^2}{2m}\left(\frac1{b^2}+\frac{m^2u^2}{\hbar^2}\right)=\frac{\hbar^2}{2mb^2}+\frac{mu^2}{2}=4.52\ \text{eV}.$$

For the difference we need

$$\int n^3dx=\frac{8}{\pi^{3/2}b^3}\,b\sqrt{\frac\pi3}=\frac{8}{\sqrt3\,\pi\,b^2},$$

$$T_B-T_A=\frac{\pi}{\sqrt3}\,\frac{\hbar^2}{mb^2}=1.814\times7.620\ \text{eV}=13.82\ \text{eV}.$$

The directly computed kinetic energy of B is 18.34 eV, in agreement with this sum.

**Potentials.** At the centre $n^2=4/(\pi b^2)$, so

$$v_B-v_A=-\frac{3\pi}{2}\,\frac{\hbar^2}{mb^2}=-4.712\times7.620\ \text{eV}=-35.9\ \text{eV}.$$

At $x=b$ the difference has shrunk to −4.86 eV.

To check the formula, A was placed in the harmonic potential $v_A=\hbar^2x^2/(2mb^4)$. The second time derivative of its density at $x=0$ is 564.2 nm⁻¹ fs⁻². B in $v_A+(v_B-v_A)$ gives 564.3, while B in $v_A$ alone gives −27941. The last value follows from the momentum flux: in a common potential the second derivatives differ by $(P_B-P_A)''/m=(\pi^2\hbar^2/4m^2)(n^3)''$. At the centre $(n^3)''=-6n^3/b^2$, so the difference is

$$-\frac{\pi^2}{4}\times(0.11577)^2\times\frac{6\times(11.284)^3}{(0.1)^2}\approx-2.85\times10^4\ \text{nm}^{-1}\,\text{fs}^{-2}.$$

In the wrong potential B starts with the right density and the right rate, and departs at second order in time from the density that A produces in $v_A$.

The numerical check repeats the construction for an asymmetric density made of two moving bumps, each of the form $e^{-(x-x_0)^2/b^2}$, holding 1.2 and 0.8 electrons and centred at $x_0=-0.7\,b$ and $x_0=0.8\,b$. The overlap is again 0.405, and the kinetic energy difference of 6.09 eV agrees with the $n^3$ formula.

## Numbers as computed

```
width b = 0.100 nm; growth rate u = 0.500 nm/fs
softening a = 0.050 nm; e^2 = 1.43996 eV nm
hbar/m = 0.115768 nm^2/fs; hbar^2/(m b^2) = 7.6200 eV
Prescribed density and phases (breathing Gaussian):
 x = 0.00 nm: n = 11.2838 1/nm, j = 0.0000 1/fs, dn/dt = -56.419 1/(nm fs)
   alpha = 0.0000 rad, theta = 0.0000 rad, v_B-v_A = -35.908 eV
 x = 0.05 nm: n = 8.7878 1/nm, j = 2.1970 1/fs, dn/dt = -21.970 1/(nm fs)
   alpha = 0.0540 rad, theta = 0.8176 rad, v_B-v_A = -21.779 eV
 x = 0.10 nm: n = 4.1511 1/nm, j = 2.0755 1/fs, dn/dt = 20.755 1/(nm fs)
   alpha = 0.2159 rad, theta = 1.3237 rad, v_B-v_A = -4.860 eV
Initial dn/dt at x = 0 from propagation, in 1/(nm fs):
 interacting, with Coulomb term: -56.419
 same state, Coulomb term off:   -56.419
 zero potential: A -56.419, B -56.424, real orbital 0.000
 harmonic potential: A -56.419, B -56.424, real orbital 0.000
 steep potential: A -56.419, B -56.423, real orbital 0.000
Determinant overlap <A|B> = 0.40528; 4/pi^2 = 0.40528
|<phi_+|phi_->| is below 1e-5: True
Kinetic energy of A = 4.5207 eV
Kinetic energy of B = 18.3418 eV
Difference from the n^3 formula = 13.8211 eV
Second time derivative of n at x = 0, in 1/(nm fs^2):
 A in harmonic potential:             564.2
 B in harmonic potential + (v_B-v_A): 564.3
 B in harmonic potential alone:       -27941.3
Asymmetric two-bump density:
 overlap <A|B> = 0.40528
 T_B - T_A = 6.0903 eV; formula 6.0903 eV
```
